**Ring-polymer partition function and the kinetic energy obtained from bead springs**

The quantum partition function Z is the large-P limit of a classical ring of P beads, and the kinetic energy per coordinate is P/(2β) − ⟨S⟩, where S is the spring energy and β = 1/(k_B T). The program asserts this for a 16 u particle in a double well by comparing bead integrals with diagonalization of the Hamiltonian. It also asserts the agreement of the spring and virial estimators, the P⁻² error of ln Z, the variance growth, and the free, harmonic and two-mass cases. At 100 K the kinetic energy converges to 11.35 meV, against a classical 4.31 meV, while the mean spring energy rises to 540 meV at 128 beads. At 300 K the quantum value exceeds the classical one by 23%. The well parameters are round model values, not a fit to hafnia.

## Program and output

```python
# Result under test: the quantum partition function Z = Tr exp(-beta H)
# is the large-P limit of a classical ring of P beads joined by springs,
#   Z_P = (m P/(2 pi beta hbar^2))^(P/2) * integral exp(-beta (S + mean V)),
#   S = sum over links of (1/2) m w_P^2 (x_k - x_(k+1))^2,
#   w_P = sqrt(P)/(beta hbar),
# and the kinetic energy per coordinate is P/(2 beta) - <S>.
# m: mass, beta: 1/(k_B T), V: potential, P: number of beads.
# Units: meV, angstrom, atomic mass unit u, kelvin.
import numpy as np
from scipy import constants as const
from scipy.linalg import expm

MEV = const.e * 1e-3
KB = const.k / MEV
HBAR2 = const.hbar**2 / (const.atomic_mass * MEV * 1e-20)  # meV A^2 u

MASS, BARRIER, WELL = 16.0, 100.0, 0.3


def double_well(x):
    return BARRIER * ((x / WELL)**2 - 1)**2


def double_well_slope(x):
    return 4 * BARRIER * x / WELL**2 * ((x / WELL)**2 - 1)


def kinetic_matrix(x, mass):
    """Kinetic energy operator in a basis of sinc functions."""
    dx = x[1] - x[0]
    n = np.arange(len(x))
    diff = n[:, None] - n
    safe = np.where(diff == 0, 1, diff)
    shape = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    return HBAR2 / (2 * mass * dx**2) * sign * shape


def quantum_reference(x, beta, mass):
    """Thermal averages from the eigenstates of H."""
    kin = kinetic_matrix(x, mass)
    energy, vec = np.linalg.eigh(kin + np.diag(double_well(x)))
    weight = np.exp(-beta * energy)
    z = weight.sum()
    t_state = np.sum(vec * (kin @ vec), axis=0)
    f2_state = (vec**2).T @ double_well_slope(x)**2
    return energy, z, weight @ t_state / z, weight @ f2_state / z


def ring_averages(x, beta, beads, mass, pot, slope):
    """Bead integrals by quadrature, organised as products of link matrices.
    Returns Z_P, <S>, variance of S, spring and virial kinetic energies."""
    dx = x[1] - x[0]
    link2 = beta * HBAR2 / (mass * beads)
    dist2 = (x[:, None] - x)**2
    v = pot(x)
    link = dx / np.sqrt(2 * np.pi * link2) * np.exp(
        -dist2 / (2 * link2) - beta * (v[:, None] + v) / (2 * beads))
    spring = dist2 / (2 * link2 * beta)
    lam, vec = np.linalg.eigh(link)
    z = np.sum(lam**beads)
    one = vec.T @ (link * spring) @ vec
    two = np.diag(vec.T @ (link * spring**2) @ vec)
    s_mean = beads * np.sum(np.diag(one) * lam**(beads - 1)) / z
    pairs = np.zeros_like(link)
    for j in range(1, beads):
        pairs += np.outer(lam**(j - 1), lam**(beads - 1 - j))
    s_square = beads * (np.sum(two * lam**(beads - 1))
                        + np.sum(one * one.T * pairs)) / z
    f = slope(x)
    x_mat = vec.T @ (x[:, None] * vec)
    f_mat = vec.T @ (f[:, None] * vec)
    same = np.sum(((vec**2).T @ (x * f)) * lam**beads) / z
    corr = np.zeros_like(link)
    for j in range(beads):
        corr += np.outer(lam**j, lam**(beads - j))
    centroid = np.sum(x_mat * f_mat * corr) / (beads * z)
    t_spring = beads / (2 * beta) - s_mean
    t_virial = 1 / (2 * beta) + 0.5 * (same - centroid)
    return z, s_mean, s_square - s_mean**2, t_spring, t_virial


grid = np.linspace(-0.8, 0.8, 321)
temp = 100.0
beta = 1 / (KB * temp)
levels, z_exact, t_exact, f2_exact = quantum_reference(grid, beta, MASS)

# Three beads: explicit triple integral against the operator product
coarse = np.linspace(-0.8, 0.8, 81)
step = coarse[1] - coarse[0]
n3 = 3
omega2_mass = n3 * MASS / (beta**2 * HBAR2)
b1, b2, b3 = np.meshgrid(coarse, coarse, coarse, indexing="ij")
s3 = 0.5 * omega2_mass * ((b1 - b2)**2 + (b2 - b3)**2 + (b3 - b1)**2)
v3 = (double_well(b1) + double_well(b2) + double_well(b3)) / n3
w3 = np.exp(-beta * (s3 + v3))
z3 = (MASS * n3 / (2 * np.pi * beta * HBAR2))**(n3 / 2) * w3.sum() * step**3
t3 = n3 / (2 * beta) - np.sum(w3 * s3) / w3.sum()
kin_c = kinetic_matrix(coarse, MASS)
free_prop = expm(-beta / n3 * kin_c)
product = np.linalg.matrix_power(
    free_prop @ np.diag(np.exp(-beta / n3 * double_well(coarse))), n3)
z3_op = np.trace(product)
t3_op = np.trace(kin_c @ product) / z3_op
assert abs(z3 / z3_op - 1) < 1e-6
assert abs(t3 / t3_op - 1) < 1e-6

# The free propagator is a Gaussian in the link length
mid = np.abs(coarse) < 0.21
var3 = beta * HBAR2 / (MASS * n3)
gauss = np.exp(-(coarse[mid][:, None] - coarse[mid])**2 / (2 * var3))
gauss /= np.sqrt(2 * np.pi * var3)
numeric = free_prop[np.ix_(mid, mid)] / step
assert np.max(np.abs(numeric - gauss)) < 1e-6 * gauss.max()

# Convergence with the number of beads, and equality of both estimators
bead_list = [1, 2, 4, 8, 16, 32, 64, 128]
rings = {p: ring_averages(grid, beta, p, MASS, double_well,
                          double_well_slope) for p in bead_list}
for p in bead_list:
    assert abs(rings[p][3] / rings[p][4] - 1) < 1e-6
assert abs(rings[128][0] / z_exact - 1) < 1e-3
assert abs(rings[128][3] / t_exact - 1) < 2e-3
ratio_t = (rings[64][3] - t_exact) / (rings[128][3] - t_exact)
assert abs(ratio_t - 4) < 0.1

# Leading bead error of ln Z from the mean squared force
error_coef = beta**3 * HBAR2 * f2_exact / (24 * MASS)
error_128 = np.log(rings[128][0] / z_exact)
assert abs(error_128 * 128**2 / error_coef - 1) < 0.01

# Growth of the spring-energy variance per added bead
growth = (rings[128][2] - rings[64][2]) / 64
assert abs(growth * 2 * beta**2 - 1) < 0.02

# Kinetic energy as a numerical mass derivative of ln Z_P
h = 1e-3
ln_z = [np.log(ring_averages(grid, beta, 16, MASS * np.exp(sgn * h),
                             double_well, double_well_slope)[0])
        for sgn in (1, -1)]
t_mass = (ln_z[0] - ln_z[1]) / (2 * h * beta)
assert abs(t_mass / rings[16][3] - 1) < 1e-5

# Free particle in a periodic box much wider than the thermal length
pf = 16
box = 1.6
xf = np.arange(320) * box / 320
sep = xf[:, None] - xf
sep -= box * np.round(sep / box)
varf = beta * HBAR2 / (MASS * pf)
kf = np.exp(-sep**2 / (2 * varf))
sf = sep**2 / (2 * varf * beta)
power = np.linalg.matrix_power(kf, pf - 1)
s_free = pf * np.trace((kf * sf) @ power) / np.trace(kf @ power)
assert abs(s_free / ((pf - 1) / (2 * beta)) - 1) < 1e-8

# Harmonic closed forms at a finite number of beads
quantum = 50.0
stiff = quantum**2 * MASS / HBAR2
ph = 8
harm = ring_averages(grid, beta, ph, MASS, lambda q: 0.5 * stiff * q**2,
                     lambda q: stiff * q)
a_h = np.arcsinh(beta * quantum / (2 * ph))
z_h = 1 / (2 * np.sinh(ph * a_h))
t_h = quantum / 4 / np.tanh(ph * a_h) / np.cosh(a_h)
assert abs(harm[0] / z_h - 1) < 1e-7
assert abs(harm[3] / t_h - 1) < 1e-7

# Two coupled coordinates with different masses: bead Gaussian integral
# against quantum normal modes
masses = np.array([16.0, 178.0])
force = np.array([[9000.0, -4000.0], [-4000.0, 9000.0]])
pc = 256
eye = np.eye(pc)
lap = 2 * eye - np.roll(eye, 1, axis=0) - np.roll(eye, -1, axis=0)
link2c = beta * HBAR2 / (masses * pc)
hess = np.kron(np.diag(1 / link2c), lap) + np.kron(beta / pc * force, eye)
inv = np.linalg.inv(hess)
ln_zc = -0.5 * pc * np.log(link2c).sum() - 0.5 * np.linalg.slogdet(hess)[1]
t_pair = []
for i in range(2):
    block = inv[i * pc:(i + 1) * pc, i * pc:(i + 1) * pc]
    s_i = 0.5 * np.trace(lap @ block) / (link2c[i] * beta)
    t_pair.append(pc / (2 * beta) - s_i)
t_pair = np.array(t_pair)
dyn = HBAR2 * force / np.sqrt(np.outer(masses, masses))
w2, modes = np.linalg.eigh(dyn)
hw = np.sqrt(w2)
t_modes = modes**2 @ (hw / 4 / np.tanh(beta * hw / 2))
ln_zq = -np.sum(np.log(2 * np.sinh(beta * hw / 2)))
assert abs(ln_zc - ln_zq) < 5e-4
assert np.max(np.abs(t_pair / t_modes - 1)) < 1e-3

# Higher temperature
hot = 300.0
beta_hot = 1 / (KB * hot)
_, z_hot, t_hot, _ = quantum_reference(grid, beta_hot, MASS)
ring_hot = {p: ring_averages(grid, beta_hot, p, MASS, double_well,
                             double_well_slope) for p in (1, 8, 32)}
assert abs(ring_hot[32][3] / t_hot - 1) < 2e-3
assert t_hot * 2 * beta_hot < t_exact * 2 * beta

print(f"mass = {MASS:.1f} u")
print(f"barrier B = {BARRIER:.1f} meV, well position a = {WELL:.2f} A")
print(f"temperature = {temp:.0f} K, k_B T = {1/beta:.4f} meV")
print("lowest four levels (meV):", " ".join(f"{e:.4f}" for e in levels[:4]))
print(f"Z from levels = {z_exact:.6f}")
print(f"kinetic energy from levels = {t_exact:.4f} meV")
to_kj = MEV * const.N_A / 1000
print(f"the same = {t_exact*to_kj:.4f} kJ/mol")
print(f"classical kinetic energy = {1/(2*beta):.4f} meV")
print("columns: P, Z_P/Z, <S> meV, std of S meV,")
print("         T from springs meV, T from virial meV")
for p in bead_list:
    z, s, var, ts, tv = rings[p]
    std = np.sqrt(max(var, 0.0))
    print(f"{p:4d} {z/z_exact:9.5f} {s:10.4f} {std:9.4f} {ts:9.4f} {tv:9.4f}")
print(f"T error ratio, P=64 over P=128 = {ratio_t:.4f}")
print(f"mean squared force = {f2_exact:.1f} meV^2/A^2")
print(f"ln Z error at P=32, predicted = {error_coef/32**2:.6f}")
print(f"ln Z error at P=32, computed = {np.log(rings[32][0]/z_exact):.6f}")
spring32 = 32 * MASS / (beta**2 * HBAR2)
free32 = np.sqrt(beta * HBAR2 / (MASS * 32))
rms32 = np.sqrt(2 * rings[32][1] / (32 * spring32))
print(f"spring constant at P=32 = {spring32:.2f} meV/A^2")
print(f"rms link at P=32 = {rms32:.6f} A")
print(f"link width of free kernel at P=32 = {free32:.6f} A")
print(f"variance growth per bead = {growth:.4f} meV^2")
print(f"1/(2 beta^2) = {1/(2*beta**2):.4f} meV^2")
print(f"mass derivative, P=16: T = {t_mass:.4f} meV")
print(f"three beads, integral: Z_3 = {z3:.6f}, T = {t3:.4f} meV")
print(f"three beads, operators: Z_3 = {z3_op:.6f}, T = {t3_op:.4f} meV")
print(f"free ring, P=16: <S> = {s_free:.4f} meV")
print(f"free ring, P=16: T = {pf/(2*beta)-s_free:.4f} meV")
print(f"harmonic quantum = {quantum:.1f} meV, P = {ph}")
print(f"harmonic T, bead integral = {harm[3]:.4f} meV")
print(f"harmonic T, closed form = {t_h:.4f} meV")
print(f"coupled pair: masses {masses[0]:.0f} and {masses[1]:.0f} u, P = {pc}")
print(f"pair force constants: diagonal {force[0,0]:.0f} meV/A^2,")
print(f"   off-diagonal {force[0,1]:.0f} meV/A^2")
print(f"pair T from springs = {t_pair[0]:.4f}, {t_pair[1]:.4f} meV")
print(f"pair T from modes = {t_modes[0]:.4f}, {t_modes[1]:.4f} meV")
print(f"at {hot:.0f} K: T from levels = {t_hot:.4f} meV")
print(f"at {hot:.0f} K: classical T = {1/(2*beta_hot):.4f} meV")
for p in (8, 32):
    print(f"at {hot:.0f} K, P={p}: T from springs = {ring_hot[p][3]:.4f} meV")
print(f"quantum/classical T: {temp:.0f} K {2*beta*t_exact:.4f}, "
      f"{hot:.0f} K {2*beta_hot*t_hot:.4f}")
print("all good")
```

It prints:

```
mass = 16.0 u
barrier B = 100.0 meV, well position a = 0.30 A
temperature = 100 K, k_B T = 8.6173 meV
lowest four levels (meV): 23.3076 23.3139 65.8912 66.4015
Z from levels = 0.134673
kinetic energy from levels = 11.3541 meV
the same = 1.0955 kJ/mol
classical kinetic energy = 4.3087 meV
columns: P, Z_P/Z, <S> meV, std of S meV,
         T from springs meV, T from virial meV
   1   2.70358    -0.0000    0.0000    4.3087    4.3087
   2   1.61852     1.6066    2.3865    7.0107    7.0107
   4   1.18954     7.7543    6.5855    9.4804    9.4804
   8   1.05169    23.7125   13.0000   10.7568   10.7568
  16   1.01329    57.7464   21.3855   11.1923   11.1923
  32   1.00335   126.5646   32.3867   11.3128   11.3128
  64   1.00084   264.4109   47.2904   11.3437   11.3437
 128   1.00021   540.1578   67.9153   11.3515   11.3515
T error ratio, P=64 over P=128 = 3.9942
mean squared force = 202147.2 meV^2/A^2
ln Z error at P=32, predicted = 0.003358
ln Z error at P=32, computed = 0.003344
spring constant at P=32 = 9095.42 meV/A^2
rms link at P=32 = 0.029491 A
link width of free kernel at P=32 = 0.030780 A
variance growth per bead = 37.1266 meV^2
1/(2 beta^2) = 37.1292 meV^2
mass derivative, P=16: T = 11.1923 meV
three beads, integral: Z_3 = 0.177111, T = 8.5807 meV
three beads, operators: Z_3 = 0.177111, T = 8.5807 meV
free ring, P=16: <S> = 64.6300 meV
free ring, P=16: T = 4.3087 meV
harmonic quantum = 50.0 meV, P = 8
harmonic T, bead integral = 11.8315 meV
harmonic T, closed form = 11.8315 meV
coupled pair: masses 16 and 178 u, P = 256
pair force constants: diagonal 9000 meV/A^2,
   off-diagonal -4000 meV/A^2
pair T from springs = 12.1752, 5.2306 meV
pair T from modes = 12.1759, 5.2307 meV
at 300 K: T from levels = 15.8704 meV
at 300 K: classical T = 12.9260 meV
at 300 K, P=8: T from springs = 15.7923 meV
at 300 K, P=32: T from springs = 15.8655 meV
quantum/classical T: 100 K 2.6352, 300 K 1.2278
all good
```
